# Onsager escape of an electron-cation pair with a finite contact radius

**Q.** An electron is ejected from a molecule in a resist and comes to rest a few nanometres from the cation. I am told that it escapes recombination with probability $\exp(-r_c/r_0)$ if contact with the cation is perfectly absorbing. Before I argue with the exponential, what do the words mean?

**A.** The electron is thermalised at separation $r_0$. From then on both particles diffuse with constant coefficients $D_e$ and $D_+$ in a uniform medium of static relative permittivity $\varepsilon$ at temperature $T$. Their motion is overdamped, there is no applied field, and there are no other charges, traps or scavengers. The pair recombines at a contact separation $a<r_0$. Escape means that it never recombines.

The Coulomb energy defines the Onsager radius $r_c$:

$$U(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}=-k_BT\,\frac{r_c}{r},\qquad r_c=\frac{e^2}{4\pi\varepsilon_0\varepsilon k_BT}.$$

In Hartree units $r_c=1/(\varepsilon k_BT)$. I shall give lengths in nanometres and energies in meV, which suit a resist.

As for the claim, perfect absorption is not the condition that produces the exponential. We shall need to keep $a$ to see what is.

**Q.** There are two moving particles. Why may I follow a single distance?

**A.** Let $\mathbf F=-\nabla U=-k_BT\,r_c\hat{\mathbf r}/r^2$ be the force on the electron, with $\mathbf r$ pointing from cation to electron. The cation feels $-\mathbf F$. By the Einstein relation the mobilities are $D_e/k_BT$ and $D_+/k_BT$, so the drift velocity of the separation is

$$\frac{D_e\mathbf F}{k_BT}-\frac{D_+(-\mathbf F)}{k_BT}=\frac{(D_e+D_+)\mathbf F}{k_BT}.$$

The random displacements are independent, so their variances add: $2D_e\,dt+2D_+\,dt$ per Cartesian component. Drift and noise therefore contain the same sum, $D=D_e+D_+$.

The force is central, so the escape probability cannot depend on the initial direction, and we may average over directions. Let $p(r,t)$ be the resulting probability per unit volume. Its outward flux density is the sum of diffusion and inward drift:

$$J=-D\left(\frac{\partial p}{\partial r}+\frac{r_c}{r^2}p\right),\qquad \frac{\partial p}{\partial t}=-\frac{1}{r^2}\frac{\partial}{\partial r}(r^2J).$$

**Q.** You now have a time-dependent equation with a singular attraction. Must you solve it?

**A.** No. We ask where the pair ends, not when. Put a second absorbing sphere at a large radius $R$, and let $\phi_R$ be the probability of reaching $R$ before $a$. Diffusion in this bounded shell eventually ends at one of the two spheres, so $p\to0$ at long times. Define

$$G(r)=\int_0^\infty p(r,t)\,dt.$$

Integrating the left side of the transport equation over time gives $p(r,\infty)-p(r,0)=-\delta(r-r_0)/(4\pi r_0^2)$. With $J_G$ the time-integrated flux density, multiplication by $-4\pi r^2$ gives

$$\frac{d}{dr}\left(4\pi r^2J_G\right)=\delta(r-r_0).$$

The total flux $4\pi r^2J_G$ is thus constant on each side of $r_0$ and rises by one across it. Outside it equals the probability that leaves through $R$, which is $\phi_R$. Inside it is $-(1-\phi_R)$, negative because that probability moves inward.

**Q.** The flux still contains both $G$ and its derivative.

**A.** An integrating factor joins them. Since

$$\frac{d}{dr}e^{-r_c/r}=\frac{r_c}{r^2}e^{-r_c/r},$$

the product rule gives

$$\frac{d}{dr}\left(e^{-r_c/r}G\right)=e^{-r_c/r}\left(\frac{dG}{dr}+\frac{r_c}{r^2}G\right),$$

and hence

$$J_G=-D\,e^{r_c/r}\frac{d}{dr}\left(e^{-r_c/r}G\right).$$

In the outer region, set $4\pi r^2J_G=\phi_R$ and solve for the derivative:

$$\frac{d}{dr}\left(e^{-r_c/r}G\right)=-\frac{\phi_R}{4\pi D}\frac{e^{-r_c/r}}{r^2}=-\frac{\phi_R}{4\pi Dr_c}\frac{d}{dr}e^{-r_c/r}.$$

Integrate from $r$ to $R$, where $G(R)=0$. The left side gives $-e^{-r_c/r}G(r)$, so

$$e^{-r_c/r}G(r)=\frac{\phi_R}{4\pi Dr_c}\left(e^{-r_c/R}-e^{-r_c/r}\right),\qquad r>r_0.$$

In the inner region replace $\phi_R$ by $-(1-\phi_R)$ in the differential equation. Integrating from $a$, where perfect absorption makes $G(a)=0$, gives

$$e^{-r_c/r}G(r)=\frac{1-\phi_R}{4\pi Dr_c}\left(e^{-r_c/r}-e^{-r_c/a}\right),\qquad r<r_0.$$

**Q.** What joins the two pieces?

**A.** $G$ is continuous at $r_0$. A jump in $G$ would put a delta function into $J_G$ itself, whereas the source produces only a finite jump in the flux. Write

$$x=e^{-r_c/r_0},\qquad E=e^{-r_c/a},\qquad z=e^{-r_c/R}.$$

Equating the two expressions at $r_0$ and cancelling $4\pi Dr_c$ gives

$$\phi_R(z-x)=(1-\phi_R)(x-E).$$

Move the term $-\phi_R(x-E)$ to the left. The two terms in $x$ cancel there, leaving $\phi_R(z-E)=x-E$, so

$$\phi_R=\frac{x-E}{z-E}.$$

**Q.** Reaching $R$ is not escape. The pair can come back.

**A.** It can, which is why $R$ must go to infinity. A pair that never recombines leaves every bounded shell and so reaches every $R$ before contact. A pair that recombines after a finite time has travelled only a finite distance, so it fails the test for large enough $R$. The limit of $\phi_R$ is therefore the probability of never recombining. With $z\to1$,

$$\boxed{\phi=\frac{e^{-r_c/r_0}-e^{-r_c/a}}{1-e^{-r_c/a}}}$$

The diffusion coefficient has cancelled. For a perfectly absorbing contact it sets how quickly the outcome is reached, but not the outcome.

**Q.** That is not the exponential I was promised, although contact is perfectly absorbing.

**A.** Correct. The exponential follows when the contact radius shrinks: as $a\to0$, $E\to0$ and

$$\phi\to\phi_O=e^{-r_c/r_0}.$$

At finite $a$ the shortfall relative to $\phi_O=x$ is

$$1-\frac{\phi}{x}=\frac{x(1-E)-(x-E)}{x(1-E)}=\frac{E(1-x)}{x(1-E)}.$$

This is positive, so with an absorbing contact Onsager's expression is too large. It is accurate when this ratio is small, for which $E\ll x$ is sufficient.

The opposite limit shows what is lost. Let $r_c$ be much smaller than both $a$ and $r_0$. To first order $x\approx1-r_c/r_0$ and $E\approx1-r_c/a$, so

$$\phi\approx\frac{r_c/a-r_c/r_0}{r_c/a}=1-\frac{a}{r_0}.$$

This is the escape probability of a neutral pair, which can still meet by diffusion. The point-contact exponential would give one, because free diffusion in three dimensions does not find a point.

**Q.** Then at least for a tiny contact, perfect absorption must matter. A reluctant cation would surely let more electrons go.

**A.** At finite size it does. In the limit it does not. Let the recombination flux per unit area be $\kappa p(a)$, where $\kappa$ is a reaction velocity, and take $R\to\infty$. The total recombination probability is then

$$1-\phi=4\pi a^2\kappa G(a),\qquad\text{so}\qquad G(a)=\frac{1-\phi}{4\pi Dr_c}\,s,\quad s=\frac{Dr_c}{\kappa a^2}.$$

The inner integration now starts from $e^{-r_c/a}G(a)=E\,G(a)$ instead of zero:

$$e^{-r_c/r}G(r)=\frac{1-\phi}{4\pi Dr_c}\left(e^{-r_c/r}-E+sE\right).$$

With $q=1-s$, continuity at $r_0$ reads $\phi(1-x)=(1-\phi)(x-qE)$. Collecting the terms in $\phi$ gives

$$\phi=\frac{x-qE}{1-qE}.$$

For $\kappa\to\infty$, $q\to1$ and the absorbing result returns. For $\kappa\to0$ at fixed $a$, $q\to-\infty$ and $\phi\to1$, as it must without a reaction.

Now hold $\kappa>0$ fixed and shrink $a$. With $y=r_c/a$,

$$sE=\frac{D}{\kappa r_c}\,y^2e^{-y}\to0.$$

Hence $qE=E-sE\to0$ and $\phi\to x$ again. To see why, consider first a contact that does not react. There is then no net flux inside $r_0$, so $e^{-r_c/r}G$ is constant there and $G(a)$ grows as $e^{r_c/a}$, much faster than the contact area falls as $a^2$. Even a weak reactivity is therefore enough to consume the pairs that collect at a small contact. Once it does so, the actual $G(a)$ grows only as $1/a^2$. Perfect absorption is neither sufficient for Onsager's formula at finite $a$ nor necessary for it as $a\to0$.

**Q.** Can you show this with numbers that did not come from the same integration?

**A.** A direct discretisation of the drift and diffusion fluxes, without the integrating factor, provides them. Take $r_0=0.5\,r_c$ and a weak reactivity $\kappa=0.1\,D/r_c$. The computed escape probability is 0.6771 for $a=0.20\,r_c$, 0.1729 for $0.10\,r_c$ and 0.1353 for $0.05\,r_c$. Onsager's value is also 0.1353.

For an absorbing contact at $a=0.25\,r_c$ and the same $r_0$, the flux calculation and the formula both give 0.1192. The profile $G(r)$ was tested too, with a largest relative error of about $10^{-5}$ over the range compared.

**Q.** Is there a finite contact for which the simple exponential is exact?

**A.** Yes, within this model, when $q=0$:

$$\kappa=\frac{Dr_c}{a^2}.$$

This is the inward drift speed at contact. The inner solution then reduces to $G=(1-\phi)/(4\pi Dr_c)$, independent of $r$. There is no gradient and no net diffusive flux inside $r_0$; drift alone supplies the reaction. For $a=0.25\,r_c$ the required value is $16\,D/r_c$, and the flux calculation gives 0.135335, equal to Onsager's value to the digits printed.

**Q.** Those calculations all start from your single radial coordinate. Did anything test the two moving particles?

**A.** A three-dimensional Brownian simulation did, with $D_e$ and $D_+$ in the ratio 9 to 1. For $a=0.2\,r_c$, $r_0=0.5\,r_c$ and $R=4\,r_c$, the fraction reaching $R$ was 0.1749, against 0.1666 from the formula for $\phi_R$. The difference is 0.0083, or 5% of the predicted value.

The standard error is 0.0026, so the discrepancy is 3.2 standard errors. It passed a test set at four, but it is larger than one would comfortably assign to chance. Most of it is bias from the finite time step. The exact mean of the stepping scheme, obtained from its transition probabilities, is 0.1725 at the step used, within one standard error of the simulated fraction. Halving the step length twice lowers it to 0.1681 and then 0.1670, so the bias falls about fourfold per halving towards 0.1666. The simulation as run tests the reduction at the level of a few per cent, whereas the radial calculation tests the subsequent algebra much more closely.

**Q.** Put in values for a resist.

**A.** Take round model parameters: $\varepsilon=3$, $T=300$ K and $a=0.5$ nm. Then $k_BT=25.85$ meV and $r_c=18.57$ nm, or 350.9 bohr. For $r_0=4$ nm,

$$\phi_O=\exp\left(-\frac{18.57}{4}\right)=e^{-4.642}=0.0096.$$

There is an energetic reading of the same number. The binding energy at $r_0$ is $E_b=-U(r_0)=k_BT\,r_c/r_0$, so $\phi_O=e^{-E_b/k_BT}$. Here $E_b=120.0$ meV, and $120.0/25.85=4.642$.

The distance matters strongly:

| $r_0$ (nm) | $E_b$ (meV) | $\phi_O$ |
|---:|---:|---:|
| 2 | 240.0 | 0.000093 |
| 4 | 120.0 | 0.0096 |
| 8 | 60.0 | 0.098 |

Doubling $r_0$ halves the exponent and so replaces $\phi_O$ by its square root. Half of the pairs escape when $e^{-r_c/r_0}=1/2$, which gives $r_0=r_c/\ln2=26.8$ nm.

**Q.** And the contact correction you insisted on?

**A.** Here it is negligible. Since $e^{-r_c/a}=7.5\times10^{-17}$, the formula gives a relative shortfall of $8\times10^{-13}$ even at $r_0=2$ nm. The radial calculation differs from Onsager's value there by about $5\times10^{-6}$ in relative terms, so it confirms the probability but cannot resolve so small a correction.

A strongly polar model medium is different. Keep $T$ and $a$, but take $\varepsilon=40$ and $r_0=1$ nm. Now $r_c=1.39$ nm, $x=0.2485$ and $E=0.0617$, so

$$\phi=\frac{0.2485-0.0617}{1-0.0617}=0.199.$$

Onsager's expression gives 0.248. The shortfall is 19.9% of that value, and the flux calculation reproduces the finite-contact result.

The shortfall and $\phi$ itself are both 0.199 because I chose $r_0=2a$. Then $E=x^2$, and both expressions reduce to $x/(1+x)$. The agreement has no further meaning.

**Q.** Electrons do not all stop at one distance. Does an average distance suffice for estimating blur?

**A.** Not in general. The transport equation is linear in the initial density, so one averages $\phi(r_0)$ over the distribution of $r_0$; the exponential is not a linear function of distance.

Suppose equal numbers of isolated pairs start at 2 and 8 nm in the model resist. The fraction of escaping electrons that began at 8 nm is

$$\frac{0.0982}{0.0982+0.000093}=0.999.$$

Recombination removes nearly all of the close pairs, so the survivors started farther out on average than the electrons that were created: at 8.0 nm, against 5 nm for all pairs. This concerns their starting points. The later spread also depends on how far they diffuse before reacting, which the escape probability does not tell us.

**Q.** When should I refuse to use the result at all?

**A.** When one of its physical assumptions fails. Around $r_0$, both the momentum and the energy of the electron must relax over distances short compared with both $r$ and $r^2/r_c$; for a light electron the energy-relaxation length is usually the longer one and sets the condition. The second is roughly the distance over which the Coulomb force supplies an energy $k_BT$. If the energy-relaxation length is not much shorter, the field heats the electron even when the momentum relaxes quickly, and a constant $D$ with the Einstein relation is no longer justified. In the model resist $r^2/r_c$ is 0.9 nm at 4 nm but only 0.2 nm at 2 nm, so the 2 nm entry in the table is the least secure. The Coulomb field is 0.3 MV/cm at 4 nm, 1.2 MV/cm at 2 nm and 19 MV/cm at the 0.5 nm contact, so a linear dielectric response and a field-independent mobility are also doubtful at the shortest distances. The electron must have thermalised, since extra kinetic energy is absent from the equation. A static, uniform $\varepsilon$ is doubtful at molecular separations, or if the medium polarises more slowly than the pair moves.

Isolation is equally important. In a dense cascade an electron may feel several cations and other electrons, and a two-body probability does not describe that. A scavenger or an irreversible trap adds another possible fate. With a uniform loss rate $k$, for example, every pair eventually either recombines or is lost, so the question becomes which happens first. The time-integrated balance is then

$$\frac{d}{dr}(4\pi r^2J_G)=\delta(r-r_0)-4\pi r^2kG.$$

The flux is then no longer constant on each side of $r_0$, and $D$ no longer cancels: the time needed to recombine now competes with the lifetime $1/k$. The values above are therefore results for an isolated, thermalised pair in a continuum, not predictions for a particular resist. The numerical output below lists the values from the radial and Brownian calculations.

## Values computed for the example and the checks

```
Temperature: 300 K
Thermal energy: 25.852 meV
Model resist relative permittivity: 3 (no unit)
Contact radius: 0.5 nm
Resist Onsager radius: 18.567 nm = 350.9 bohr
Resist exp(-rc/a): 7.47e-17 (no unit)
r0 = 2 nm: binding energy 239.99 meV
  Onsager escape: 9.295585e-05 (probability)
  Radial transport escape: 9.295543e-05 (probability)
  Relative contact shortfall: 8.03e-13 (no unit)
r0 = 4 nm: binding energy 120.00 meV
  Onsager escape: 9.641361e-03 (probability)
  Radial transport escape: 9.641365e-03 (probability)
  Relative contact shortfall: 7.67e-15 (no unit)
r0 = 8 nm: binding energy 60.00 meV
  Onsager escape: 9.819043e-02 (probability)
  Radial transport escape: 9.819053e-02 (probability)
  Relative contact shortfall: 6.86e-16 (no unit)
Resist half-escape distance: 26.786 nm
Polar medium relative permittivity: 40 (no unit)
Polar medium Onsager radius: 1.3925 nm
Polar medium starting distance: 1.0 nm
Polar medium exp(-rc/a): 0.06173 (no unit)
Polar point-contact escape: 0.24845 (probability)
Polar finite-contact formula: 0.19901 (probability)
Polar radial transport escape: 0.19901 (probability)
Polar relative contact shortfall: 19.90 percent
General test: a = 0.25 rc, r0 = 0.50 rc
  Onsager escape: 0.135335 (probability)
  Absorbing contact, numerical: 0.119203 (probability)
  Absorbing contact, formula: 0.119203 (probability)
  Largest relative error of G: 9.5e-06 (no unit)
  kappa = 2.0 D/rc, numerical: 0.233596 (probability)
  kappa = 2.0 D/rc, formula: 0.233596 (probability)
  kappa = 16.0 D/rc, numerical: 0.135335 (probability)
Weak contact reactivity: 0.1 D/rc, r0 = 0.5 rc
  a = 0.20 rc: numerical escape 0.677093 (probability)
  a = 0.10 rc: numerical escape 0.172850 (probability)
  a = 0.05 rc: numerical escape 0.135343 (probability)
Brownian test: a = 0.2 rc, r0 = 0.5 rc, R = 4.0 rc
  Electron and cation D shares: 0.9, 0.1 (no unit)
  Number of simulated pairs: 20000 (count)
  Fraction reaching R: 0.1749 (probability)
  Derived fraction: 0.1666 (probability)
  Standard error: 0.0026 (probability)
```
